\section*{Efficiency of a Straight Copper Cooling Fin}

\section{The problem}

A copper fin of length $L=10$ mm and thickness $t=0.5$ mm stands on the base of a heat sink. Its conductivity is $k=400$ W/mK, and air cools both broad faces with a convection coefficient $h=100$ W/m$^2$K. What is the efficiency of the fin?

Efficiency here means fin efficiency,
\begin{equation}
\eta=\frac{\text{heat given off by the fin}}{\text{heat given off if its whole cooled surface were at root temperature}} .
\end{equation}
It measures what is lost because the fin cools towards its tip. It is not the fraction of the chip's heat that the fin removes.

Let $x$ run from the root, $x=0$, to the tip, $x=L$, and let $\theta(x)$ be the excess of the fin temperature over the air temperature. The root excess is $\theta_b$. The model is steady, with constant $k$, uniform $h$ and one air temperature. The root is isothermal, the tip and side edges lose no heat, and the temperature is taken as uniform across the thickness. The width $w$ will cancel from $\eta$.

For temperatures and heat flows, take one fin of a skived copper heat sink, cut from the same block as its base so that no glued joint intervenes. Its width along the air flow is 40 mm, its root is at 65 $^\circ$C and the air enters at 25 $^\circ$C, so $\theta_b=40$ K.

\section{A first estimate by scaling}

If the whole fin were at root temperature, its two faces would give off
\begin{equation}
q_{\rm ideal}=2hLw\theta_b .
\end{equation}
This heat must enter through the cross-section $wt$ and travel a distance of order $L$. The temperature drop needed to drive it is of order
\begin{equation}
\Delta\theta\sim\frac{q_{\rm ideal}L}{kwt}=\frac{2hL^2}{kt}\,\theta_b .
\end{equation}
The dimensionless group is
\begin{equation}
\frac{2hL^2}{kt}=\frac{2(100)(0.010)^2}{(400)(0.0005)}=0.1 .
\end{equation}
The drop is therefore at most a few kelvin out of 40 K, and the efficiency should lie within several percent of unity.

The numerical factor follows from the same picture. If each part of the surface gives off heat as though it were at $\theta_b$, the heat still flowing at $x$ is what the remaining length $L-x$ will lose, $2hw(L-x)\theta_b$. Fourier's law then gives
\begin{equation}
-kwt\,\frac{d\theta}{dx}=2hw(L-x)\theta_b .
\end{equation}
Dividing by $kwt$ and integrating from the root,
\begin{equation}
\theta_b-\theta(x)=\frac{2h\theta_b}{kt}\left(Lx-\frac{x^2}{2}\right).
\end{equation}
At the tip the bracket is $L^2/2$, so the estimated drop is $0.05\,\theta_b=2$ K. The average of the bracket over the length is $L^2/2-L^2/6=L^2/3$. With uniform $h$, the heat given off is proportional to the average of $\theta$, hence
\begin{equation}
\eta_{\rm est}=1-\frac13\,\frac{2hL^2}{kt}=1-\frac{0.1}{3}=0.9667 .
\label{est}
\end{equation}
This estimate errs on the low side. The real fin is nowhere hotter than its root, so it carries less heat than assumed and its temperature falls less.

\section{The exact solution of the fin model}

\subsection{Heat balance and temperature}

Consider the slice between $x$ and $x+dx$. Conduction brings in $-kwt\,\theta'(x)$ and takes out $-kwt\,\theta'(x+dx)$. The difference, $kwt\,\theta''dx$, leaves through two faces, each of area $w\,dx$:
\begin{equation}
kwt\,\theta''\,dx=2hw\,\theta\,dx .
\end{equation}
Division by $kwt\,dx$ gives
\begin{equation}
\theta''=m^2\theta,\qquad m^2=\frac{2h}{kt}.
\label{ode}
\end{equation}
The factor 2 counts the cooled faces. The scaling group above is $(mL)^2$.

The general solution can be written as
\begin{equation}
\theta=A\cosh[m(L-x)]+B\sinh[m(L-x)] .
\label{general}
\end{equation}
Its derivative at the tip is $\theta'(L)=-mB$. An insulated tip requires $\theta'(L)=0$, so $B=0$. The root condition $\theta(0)=\theta_b$ gives $A=\theta_b/\cosh(mL)$, and therefore
\begin{equation}
\theta(x)=\theta_b\,\frac{\cosh[m(L-x)]}{\cosh(mL)} .
\end{equation}

\subsection{Heat flow and efficiency}

The heat entering at the root is
\begin{equation}
q=-kwt\,\theta'(0)=kwtm\,\theta_b\tanh(mL).
\end{equation}
In the steady state it equals the heat leaving the faces. Integrating the slice balance confirms this:
\begin{equation}
2hw\int_0^L\theta\,dx=kwt\,[\theta'(L)-\theta'(0)]=-kwt\,\theta'(0)=q .
\end{equation}
Dividing $q$ by $q_{\rm ideal}$ and using $2h=ktm^2$,
\begin{equation}
\eta=\frac{kwtm\,\theta_b\tanh(mL)}{2hLw\,\theta_b}
=\frac{ktm\tanh(mL)}{ktm^2L}
=\frac{\tanh(mL)}{mL}.
\label{eta}
\end{equation}

For the given fin, $m^2=1000$ m$^{-2}$, $m=31.62$ m$^{-1}$ and $mL=0.3162$. Thus
\begin{equation}
\eta=\frac{0.30609}{0.31623}=0.968 .
\end{equation}
The efficiency is about 97 percent. Counting one cooled face in $m^2$ would give 98.4 percent, which is the correct result for two faces with $h=50$ W/m$^2$K, because the two cases have the same $m$.

The tip excess is $\theta_b/\cosh(mL)=38.08$ K, so the tip is at 63.1 $^\circ$C. The two faces have a total area of 8 cm$^2$, and an isothermal fin would give off $100\times8\times10^{-4}\times40=3.20$ W. The actual fin gives off $0.968\times3.20=3.10$ W if all the air stays at 25 $^\circ$C. The bare root area $wt$ with the same $h$ would give off less by the factor $2L\eta/t=38.7$. The gain comes from added area; the efficiency says how well that area is used.

\section{Comparison of estimate and solution}

To compare the two results for small $z=mL$, expand $y=\tanh z$. This function is odd and satisfies $y'=1-y^2$. Insert $y=z+az^3+bz^5+\dots$:
\begin{equation}
1+3az^2+5bz^4+\dots=1-z^2-2az^4+\dots
\end{equation}
Equal powers give $a=-1/3$ and $b=-2a/5=2/15$. Hence
\begin{equation}
\eta=1-\frac{(mL)^2}{3}+\frac{2(mL)^4}{15}-\dots
\end{equation}
The first two terms are the estimate (\ref{est}). The third is $2(0.1)^2/15=0.0013$, which accounts for nearly all of the difference between 96.67 and 96.79 percent. The estimated tip drop of 2 K likewise compares with $40-38.08=1.92$ K.

The estimate fails for a long fin. When $mL\gg1$, $\tanh(mL)\to1$ and
\begin{equation}
\eta\to\frac1{mL},\qquad q\to kwtm\,\theta_b .
\end{equation}
The heat no longer grows with length, because the outer part has nearly reached air temperature. The length scale is $1/m=31.6$ mm, about three times the length of this fin.

High efficiency alone is therefore not a design goal: $\eta$ tends to 1 as the fin becomes vanishingly short, while its heat tends to zero. The return on extra length, at fixed $h$ and air temperature, is
\begin{equation}
\frac{dq}{dL}=\frac{kwtm^2\theta_b}{\cosh^2(mL)}
=2hw\theta_b\,[1-\tanh^2(mL)] .
\end{equation}
Here the bracket is $1-0.30609^2=0.906$. A small extension of the fin would still add 91 percent of the heat that isothermal material would add.

\section{What the model leaves out}

\subsection{Temperature across the thickness}

Let $y$ be the distance from the midplane. Within the fin, $\theta_{xx}+\theta_{yy}=0$. If $\theta_{xx}\approx m^2\theta$ varies little across the thickness, then $\theta_{yy}\approx-m^2\theta$. With zero slope at the midplane, two integrations give a drop from centre to face of
\begin{equation}
\frac{m^2\theta}{2}\left(\frac t2\right)^2
=\frac{2h}{kt}\,\frac{\theta t^2}{8}
=\frac{ht}{4k}\,\theta .
\end{equation}
The factor $ht/(4k)$ is $3.1\times10^{-5}$, and the drop at mid-length is 1.20 mK. A numerical solution of the two-dimensional heat equation, which does not assume (\ref{ode}), gives the same drop to within 1 percent, which is the accuracy of its grid, and an efficiency of 96.793 percent, against 96.795 percent from (\ref{eta}). The one-dimensional model is ample here. It would fail for a thick, poorly conducting fin with $ht/k$ no longer small.

\subsection{Heat loss from the tip and edges}

If the tip is cooled with the same $h$, the condition there is $-k\theta'(L)=h\theta(L)$. In (\ref{general}), $\theta(L)=A$ and $\theta'(L)=-mB$, so $B=\beta A$ with $\beta=h/(mk)=0.00791$. The root condition gives $\theta_b=A[\cosh(mL)+\beta\sinh(mL)]$, and the root heat is
\begin{align}
q_{\rm tip}&=kwtmA[\sinh(mL)+\beta\cosh(mL)]\nonumber\\
&=kwtm\,\theta_b\,\frac{\tanh(mL)+\beta}{1+\beta\tanh(mL)} .
\end{align}
The last step divides numerator and denominator by $\cosh(mL)$. The ideal heat is now $hw(2L+t)\theta_b$, since the tip belongs to the cooled surface. The heat rises by 2.3 percent, while the efficiency falls slightly, to 96.64 percent: the added surface lies at the coolest end. Replacing $L$ by $L+t/2$ in (\ref{eta}), which adds the tip area to the two faces, also gives 96.64 percent.

Loss from the two side edges changes the cooled perimeter from $2w$ to $2(w+t)$. This multiplies $m^2$ by $1+t/w=1.0125$ and gives 96.76 percent with an insulated tip.

\subsection{Uneven convection}

Suppose $h$ varies along the fin while its mean stays at 100 W/m$^2$K. Let $H(x)=\int_x^Lh\,ds$. To leading order the heat passing $x$ is $2w\theta_bH(x)$, so $\theta_b-\theta=(2\theta_b/kt)\int_0^xH\,ds$. The fractional loss is this drop weighted with $h$. Since $h=-H'$ and $H(L)=0$, integration by parts gives
\begin{equation}
1-\eta\approx\frac{2}{ktH(0)}\int_0^L H^2\,dx .
\end{equation}
Write $\xi=x/L$. For $h$ rising linearly from 50 at the root to 150 W/m$^2$K at the tip, $H/H(0)=1-\xi/2-\xi^2/2$, whose square integrates to $17/40$. For the reverse variation, $H/H(0)=1-3\xi/2+\xi^2/2$, and the integral is $31/120$. Uniform $h$ gives $1/3$. Multiplied by $(mL)^2=0.1$, these are losses of 4.3, 2.6 and 3.3 percent. The full numerical solutions give efficiencies of 95.94 percent for strong cooling at the tip and 97.49 percent for strong cooling at the root. Heat released near the tip has to travel farther through the copper.

\subsection{Warming of the air}

The air in a narrow channel warms as it passes the fin. Take rough typical values: a gap $g=1$ mm, air speed $u=5$ m/s, density 1.1 kg/m$^3$ and specific heat 1000 J/kgK. The heat-capacity rate of one channel is
\begin{equation}
C=\rho c_p u gL=(1.1)(1000)(5)(0.001)(0.010)=0.055\ \text{W/K}.
\end{equation}
In a long row of equal fins, each channel receives heat from one face of each neighbour, which equals the heat from both faces of one fin. Let $a(z)$ be the air's temperature rise at distance $z$ along the flow. Assume that the air is mixed over the fin height, and neglect heat from the channel floor and conduction in the fin along $z$. The mixing is an idealization: the flow in this gap is laminar, with a Reynolds number near 600, and heat spreads through the air by only about 0.4 mm during its transit, far less than the 10 mm height. The assumption does little harm here because the fin is nearly isothermal; with no mixing over the height the heat found below changes by less than 0.1 percent. The local root excess is then $\theta_b-a$, and
\begin{equation}
C\frac{da}{dz}=2\eta hL(\theta_b-a),\qquad a(0)=0 .
\end{equation}
Separating variables gives $a=\theta_b[1-\exp(-2\eta hLz/C)]$. The heat carried away is $Ca(w)$. With $A_f=2Lw$,
\begin{equation}
q_{\rm air}=C\theta_b\left[1-e^{-\eta hA_f/C}\right].
\end{equation}
The exponent is $0.968(100)(8\times10^{-4})/0.055=1.41$, so $q_{\rm air}=1.66$ W and the air leaves 30 K warmer. A numerical plate model that retains conduction along the flow gives the same heat to three digits. For large $C$, expansion of the exponential restores $q=\eta hA_f\theta_b$.

Air warming thus removes 46 percent of the 3.10 W found with fixed air temperature. This is a shortage of air flow, not poor conduction in the copper: relative to the local air, the fin efficiency in this model is still 97 percent.

\section{The result beside a real heat sink}

The dimensions suit a fine-finned copper heat sink, and $h=100$ W/m$^2$K is a roughly typical value for forced air in narrow channels. It is much too high for ordinary natural convection in air. The efficiency is not sensitive to moderate errors in these data: it is 98.4 percent at $h=50$ and 93.8 percent at $h=200$ W/m$^2$K, with the other data fixed. Lowering $k$ to 380 W/mK gives 96.6 percent. Radiation from a black surface with an unobstructed view of surroundings at 25 $^\circ$C has a coefficient of at most 7.33 W/m$^2$K; adding that value uniformly to $h$ also gives 96.6 percent. The heat removed, unlike the efficiency, depends strongly on $h$: with the air temperature fixed, it falls by 49 percent at $h=50$ and rises by 94 percent at $h=200$ W/m$^2$K. With the mean $h$ held at 100 W/m$^2$K, the assumption of a single air temperature matters most for the heat removed among the effects evaluated here. For the efficiency relative to the local air, the largest of these effects is the uneven convection assumed above, from 50 to 150 W/m$^2$K. Its size is roughly proportional to that assumed spread, and a spread from 90 to 110 W/m$^2$K shifts the efficiency by only about 0.16 percentage points, similar to the tip loss. A glued fin would need an additional joint resistance, which is absent from these figures. The computed values are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Fin length: 10.0 mm
Fin thickness: 0.50 mm
Fin width along flow: 40 mm
Copper conductivity: 400 W/mK
Convection coefficient: 100 W/m2K
Root and inlet-air temperatures: 65, 25 C
Root excess temperature: 40 K
m squared: 1000.0 1/m2
m: 31.623 1/m
mL squared: 0.1000 (no unit)
mL: 0.31623 (no unit)
tanh(mL): 0.30609 (no unit)
Fin efficiency, formula: 96.795 percent
Fin efficiency, 2D solution: 96.793 percent
Fin efficiency, three series terms: 96.800 percent
Wrong result counting one face in m: 98.37 percent
Tip excess temperature: 38.08 K
Tip temperature: 63.08 C
Two-face cooled area: 8.00 cm2
Heat of ideal isothermal fin: 3.200 W
Heat of fin, air at inlet temperature: 3.097 W
Heat gain over bare root area: 38.72 times
Biot number h(t/2)/k: 6.250e-05 (no unit)
Mid-length centre-to-face drop, formula: 1.20 mK
Mid-length centre-to-face drop, 2D: 1.21 mK
Tip parameter beta: 0.00791 (no unit)
Efficiency with tip convection, formula: 96.639 percent
Efficiency with tip convection, 2D: 96.637 percent
Efficiency with corrected length: 96.639 percent
Heat increase from tip convection: 2.34 percent
Efficiency with side-edge loss: 96.76 percent
Efficiency, h from 50 at root to 150 W/m2K at tip: 95.94 percent
Efficiency, h from 150 at root to 50 W/m2K at tip: 97.49 percent
Upper-bound radiation coefficient: 7.33 W/m2K
Efficiency with that radiation added: 96.57 percent
Efficiency at k = 380 W/mK: 96.63 percent
Efficiency at h = 50 W/m2K: 98.37 percent
Efficiency at h = 200 W/m2K: 93.83 percent
Channel gap: 1.0 mm
Air speed: 5.0 m/s
Air density: 1.1 kg/m3
Air specific heat: 1000 J/kgK
Air heat-capacity rate per channel: 0.0550 W/K
Exponent eta h A/C: 1.408 (no unit)
Heat with air warming, formula: 1.662 W
Heat with air warming, plate model: 1.661 W
Outlet air temperature rise: 30.2 K
Heat ratio, warming air to fixed air: 0.536 (no unit)
\end{verbatim}
